# Why the Dirac Matrices Need at Least Four Dimensions: a program that tests the result

```python
"""
Result under test: if H = c*(alpha . p) + beta*m*c^2 is to satisfy
H^2 = (c^2 p^2 + m^2 c^4)*1 for every momentum p in three dimensions, m != 0,
then alpha_1, alpha_2, alpha_3, beta square to 1, anticommute in pairs, are
traceless and have even dimension N; N = 2 is impossible and N = 4 suffices.

Symbols: p momentum, m mass, c speed of light, N matrix dimension.
An involution is a matrix whose square is the unit matrix.
Misfit = sum over pairs of the squared Frobenius norm of the anticommutator.
The numerical example uses Hartree atomic units (electron mass = hbar = 1).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize

rng = np.random.default_rng(7)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
unit2 = np.eye(2)


def anticommutator(a, b):
    return a @ b + b @ a


def hamiltonian(p, alphas, beta, c, m):
    return c * np.einsum("i,ijk->jk", p, alphas) + beta * m * c**2


# Coefficients of H^2 as a polynomial in p, for random Hermitian matrices
# that do not obey the Dirac algebra, extracted by exact finite differences.
def random_hermitian(n):
    x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (x + x.conj().T) / 2


trial_alphas = np.array([random_hermitian(3) for _ in range(3)])
trial_beta = random_hermitian(3)
c_test, m_test = 1.7, 0.6


def squared(p):
    h = hamiltonian(p, trial_alphas, trial_beta, c_test, m_test)
    return h @ h


axes = np.eye(3)
h2_zero = squared(np.zeros(3))
assert np.allclose(h2_zero, m_test**2 * c_test**4 * trial_beta @ trial_beta)
for i in range(3):
    plus, minus = squared(axes[i]), squared(-axes[i])
    assert np.allclose((plus - minus) / 2, m_test * c_test**3
                       * anticommutator(trial_alphas[i], trial_beta))
    assert np.allclose((plus + minus) / 2 - h2_zero,
                       c_test**2 * trial_alphas[i] @ trial_alphas[i])
    for j in range(i):
        mixed = squared(axes[i] + axes[j]) - plus - squared(axes[j]) + h2_zero
        assert np.allclose(mixed, c_test**2
                           * anticommutator(trial_alphas[i], trial_alphas[j]))


# Search over Hermitian involutions with prescribed eigenvalues +1 and -1.
def rotated(parameters, signs):
    n = len(signs)
    x = parameters.reshape(n, n)
    generator = (x + x.T) + 1j * (x - x.T)
    w, v = np.linalg.eigh(generator)
    u = (v * np.exp(1j * w)) @ v.conj().T
    return (u * signs) @ u.conj().T


def least_misfit(signatures, starts=3):
    signatures = [np.array(s, dtype=float) for s in signatures]
    n, count = len(signatures[0]), len(signatures)

    def misfit(x):
        mats = [rotated(part, s)
                for part, s in zip(x.reshape(count, n * n), signatures)]
        return sum(np.sum(np.abs(anticommutator(a, b))**2)
                   for a, b in itertools.combinations(mats, 2))

    return min(minimize(misfit, rng.normal(size=count * n * n),
                        method="BFGS").fun for _ in range(starts))


pair_n3 = least_misfit([(1, 1, -1), (1, 1, -1)])
pair_n4_trace2 = least_misfit([(1, 1, 1, -1), (1, 1, -1, -1)])
pair_n4_trace0 = least_misfit([(1, 1, -1, -1), (1, 1, -1, -1)])
triple_n2 = least_misfit([(1, -1)] * 3)
four_n2 = least_misfit([(1, -1)] * 4)
four_n2_with_unit = least_misfit([(1, 1)] + [(1, -1)] * 3)
# Tolerance: the optimizer uses finite-difference gradients.
tol = 1e-5
assert abs(pair_n3 - 4) < tol
assert abs(pair_n4_trace2 - 8) < tol
assert pair_n4_trace0 < tol and triple_n2 < tol
assert abs(four_n2 - 16 / 3) < tol
assert abs(four_n2_with_unit - 24) < tol


# Dimension of the space of matrices X that anticommute with all given ones.
def anticommuting_space_dimension(matrices):
    n = matrices[0].shape[0]
    one = np.eye(n)
    system = np.vstack([np.kron(a, one) + np.kron(one, a.T) for a in matrices])
    return n * n - np.linalg.matrix_rank(system)


alphas4 = np.array([np.kron(pauli[0], s) for s in pauli])
beta4 = np.kron(pauli[2], unit2)
room_n2 = anticommuting_space_dimension(pauli)
room_n4 = anticommuting_space_dimension(alphas4)
assert room_n2 == 0 and room_n4 == 2

# The explicit four-dimensional matrices satisfy every requirement.
dirac = [*alphas4, beta4]
for a, b in itertools.product(range(4), repeat=2):
    assert np.allclose(anticommutator(dirac[a], dirac[b]),
                       2 * (a == b) * np.eye(4))
traces = np.array([np.trace(x).real for x in dirac])
gram = np.array([[np.trace(x @ y).real for y in dirac] for x in dirac])
rank4 = np.linalg.matrix_rank(np.array([x.ravel() for x in dirac]))
assert np.allclose(traces, 0) and np.allclose(gram, 4 * np.eye(4))
assert rank4 == 4
for x in dirac:
    assert np.allclose(x, x.conj().T)
    assert np.allclose(np.linalg.eigvalsh(x), [-1, -1, 1, 1])

# Worked example: a free electron, Hartree atomic units.
c = 1 / constants.fine_structure
p = np.array([30.0, 40.0, 120.0])
p_size = np.linalg.norm(p)
energy = c * np.sqrt(p_size**2 + c**2)
levels4 = np.linalg.eigvalsh(hamiltonian(p, alphas4, beta4, c, 1))
assert np.allclose(levels4, [-energy, -energy, energy, energy])


def levels2(momentum, beta, m=1):
    return np.linalg.eigvalsh(hamiltonian(momentum, pauli, beta, c, m))


forward = levels2(p, pauli[2])
backward = levels2(-p, pauli[2])
across2 = p[0]**2 + p[1]**2
for found, pz in ((forward, p[2]), (backward, -p[2])):
    expected = c * np.sqrt(across2 + (pz + c)**2)
    assert np.allclose(found, [-expected, expected])
excess = forward[1]**2 - energy**2
assert np.isclose(excess, 2 * c**3 * p[2])
root_mean_square = np.sqrt((forward[1]**2 + backward[1]**2) / 2)
assert np.isclose(root_mean_square, energy)

with_unit = levels2(p, unit2)
assert np.allclose(with_unit, [c**2 - c * p_size, c**2 + c * p_size])
planar = levels2(np.array([p[0], p[1], 0.0]), pauli[2])
planar_energy = c * np.sqrt(across2 + c**2)
assert np.allclose(planar, [-planar_energy, planar_energy])
massless = levels2(p, pauli[2], m=0)
assert np.allclose(massless, [-c * p_size, c * p_size])

hartree_kev = constants.physical_constants["Hartree energy in eV"][0] / 1000

print("Least misfit found by search (dimensionless)")
print(f"  N=3, pair, traces 1 and 1: {pair_n3:.4f}")
print(f"  N=4, pair, traces 2 and 0: {pair_n4_trace2:.4f}")
print(f"  N=4, pair, traces 0 and 0: {pair_n4_trace0:.4f}")
print(f"  N=2, three traceless matrices: {triple_n2:.4f}")
print(f"  N=2, four traceless matrices: {four_n2:.4f}")
print(f"  N=2, unit matrix and three traceless: {four_n2_with_unit:.4f}")
print("Dimension of space anticommuting with three alphas")
print(f"  N=2 (Pauli matrices): {room_n2}")
print(f"  N=4 (Dirac alphas): {room_n4}")
print("Explicit N=4 matrices")
print("  traces of alpha_1, alpha_2, alpha_3, beta:",
      " ".join(f"{abs(t):.0f}" for t in traces))
print(f"  number of linearly independent matrices: {rank4}")
print("Free electron, atomic units")
print(f"  speed of light c: {c:.6f} a.u.")
print(f"  rest energy m c^2: {c**2:.3f} hartree")
print("  momentum (px, py, pz):", " ".join(f"{x:.0f}" for x in p), "hbar/a0")
print(f"  momentum size |p|: {p_size:.0f} hbar/a0")
print(f"  required energy: {energy:.3f} hartree")
print(f"  required energy, converted: {energy * hartree_kev:.3f} keV")
print("  4x4 levels:", " ".join(f"{e:.3f}" for e in levels4), "hartree")
print("2x2 attempt, sigma_z in place of beta")
print("  levels at +p:", " ".join(f"{e:.3f}" for e in forward), "hartree")
print("  levels at -p:", " ".join(f"{e:.3f}" for e in backward), "hartree")
print(f"  excess of E^2 at +p: {excess:.5e} hartree^2")
print(f"  root mean square of E(+p), E(-p): {root_mean_square:.3f} hartree")
print("2x2 attempt, unit matrix in place of beta")
print("  levels at +p:", " ".join(f"{e:.3f}" for e in with_unit), "hartree")
print("2x2 cases that succeed")
print("  pz = 0, with mass:", " ".join(f"{e:.3f}" for e in planar), "hartree")
print(f"  required energy for pz = 0: {planar_energy:.3f} hartree")
print("  full p, no mass:", " ".join(f"{e:.3f}" for e in massless), "hartree")
print(f"  required massless energy c|p|: {c * p_size:.3f} hartree")
print("done: every assertion held")
```

Running it gives:

```
Least misfit found by search (dimensionless)
  N=3, pair, traces 1 and 1: 4.0000
  N=4, pair, traces 2 and 0: 8.0000
  N=4, pair, traces 0 and 0: 0.0000
  N=2, three traceless matrices: 0.0000
  N=2, four traceless matrices: 5.3333
  N=2, unit matrix and three traceless: 24.0000
Dimension of space anticommuting with three alphas
  N=2 (Pauli matrices): 0
  N=4 (Dirac alphas): 2
Explicit N=4 matrices
  traces of alpha_1, alpha_2, alpha_3, beta: 0 0 0 0
  number of linearly independent matrices: 4
Free electron, atomic units
  speed of light c: 137.035999 a.u.
  rest energy m c^2: 18778.865 hartree
  momentum (px, py, pz): 30 40 120 hbar/a0
  momentum size |p|: 130 hbar/a0
  required energy: 25884.524 hartree
  required energy, converted: 704.354 keV
  4x4 levels: -25884.524 -25884.524 25884.524 25884.524 hartree
2x2 attempt, sigma_z in place of beta
  levels at +p: -35883.421 35883.421 hartree
  levels at -p: -7238.595 7238.595 hartree
  excess of E^2 at +p: 6.17611e+08 hartree^2
  root mean square of E(+p), E(-p): 25884.524 hartree
2x2 attempt, unit matrix in place of beta
  levels at +p: 964.185 36593.545 hartree
2x2 cases that succeed
  pz = 0, with mass: -19989.821 19989.821 hartree
  required energy for pz = 0: 19989.821 hartree
  full p, no mass: -17814.680 17814.680 hartree
  required massless energy c|p|: 17814.680 hartree
done: every assertion held
```
